# Choosing a Density Functional by Paired Bootstrap of Absolute Errors

Suppose a benchmark gives method A a mean absolute error of 2.85 kcal/mol and method B one of 2.26 kcal/mol, with standard errors of 0.51 and 0.39 kcal/mol. The two error bars overlap, and a user may conclude that the benchmark cannot separate the methods. For the data analysed below that conclusion is wrong: B is better on nine of the twelve systems, and where it is worse it is worse by little. The separate error bars have discarded the information that both methods were tried on the same systems. In other cases the same habit does the opposite harm and declares a winner too readily.

The setting at issue is the choice of density functional or, more generally, of the level of theory. The benchmark should say whether one choice has a smaller typical error than another, and how firmly.

## What is being compared

Let the benchmark contain $N$ systems. The signed errors of the two methods for system $i$ are

$$e_{A,i}=E_{A,i}-E_{\mathrm{ref},i},\qquad e_{B,i}=E_{B,i}-E_{\mathrm{ref},i},$$

with the same reference value in both. Define

$$a_i=|e_{A,i}|,\qquad b_i=|e_{B,i}|,\qquad d_i=a_i-b_i .$$

With $\bar a$ and $\bar b$ the mean absolute errors (MAEs), the quantity of interest is

$$D=\frac1N\sum_{i=1}^N d_i=\bar a-\bar b .$$

A positive $D$ favours B. "Better" here means a smaller MAE; a method can win by this measure and still have the larger worst error.

On these $N$ systems $D$ is a plain fact and needs no statistics. Uncertainty enters when the result is carried over to other systems. The systems are therefore regarded as independent draws from a population of similar systems, and the question concerns the population mean $\delta=\mathrm E[d]$. The null hypothesis is $\delta=0$. Independence is assumed between systems, not between the two methods on one system.

## Why the correlation enters

Let $\sigma_A$ and $\sigma_B$ be the population standard deviations of $a$ and $b$, and $r$ their correlation, so that their covariance is $r\sigma_A\sigma_B$. The variance of a difference is

$$\sigma_d^2=\mathrm{Var}(a-b)=\sigma_A^2+\sigma_B^2-2r\sigma_A\sigma_B .$$

Because the systems are independent, the variances of the $d_i$ add:

$$\mathrm{Var}(D)=\frac1{N^2}\sum_{i=1}^N\mathrm{Var}(d_i)=\frac{\sigma_A^2+\sigma_B^2-2r\sigma_A\sigma_B}{N}.$$

Combining two separate error bars in quadrature gives $(\sigma_A^2+\sigma_B^2)/N$ instead. The ratio of the correct variance to this one is

$$F=1-\frac{2r\sigma_A\sigma_B}{\sigma_A^2+\sigma_B^2}.$$

If $r>0$, then $F<1$ and pairing reduces the variance of $D$. (With few systems and $r$ close to zero this small gain can be outweighed by the larger quantile $q$ of the paired test introduced below; for normal errors with $N=12$ and $r\approx0.04$ the paired interval is about 6% wider.) A system that is hard for both methods raises $a_i$ and $b_i$ together, and much of that rise cancels in $d_i$. If $r<0$, then $F>1$: the paired error bar is wider, and it is still the correct one.

Adding and subtracting $r$ shows what limits the gain:

$$F=(1-r)+r\left(1-\frac{2\sigma_A\sigma_B}{\sigma_A^2+\sigma_B^2}\right)
=(1-r)+r\,\frac{(\sigma_A-\sigma_B)^2}{\sigma_A^2+\sigma_B^2}.$$

The first term is imperfect correlation. The second remains even at $r=1$, because absolute errors of different spread cannot cancel completely.

The factor also has a meaning as a number of systems. If A and B were tested on two separate sets of $M$ systems each, the variance of $D$ would be $(\sigma_A^2+\sigma_B^2)/M$. Equating this to $F(\sigma_A^2+\sigma_B^2)/N$ gives $M=N/F$.

## What the bootstrap does with it

The bootstrap replaces the unknown population by the observed sample. A paired resample consists of $N$ indices $I_1,\dots,I_N$, drawn independently and with replacement from $1,\dots,N$, each with probability $1/N$. Both errors of a drawn system are kept together:

$$D^*=\frac1N\sum_{k=1}^N d_{I_k}.$$

A single draw has mean $D$ and variance $\frac1N\sum_i(d_i-D)^2$. The draws are independent, so the variance of their mean is $1/N$ times this:

$$\mathrm{Var}^*(D^*)=\frac1{N^2}\sum_{i=1}^N(d_i-D)^2 .$$

The star means that only the resampling is random. Now insert $d_i-D=(a_i-\bar a)-(b_i-\bar b)$ and expand the square. With sample standard deviations $s_A,s_B$ (divisor $N-1$) and $r$ now the sample correlation,

$$\sum_i(d_i-D)^2=(N-1)\left(s_A^2+s_B^2-2r s_As_B\right).$$

If the indices for A and B are drawn separately, the two resampled means are independent, the cross term is absent, and the variance is $(N-1)(s_A^2+s_B^2)/N^2$. The common factor cancels in the ratio, which is $F$ with sample values. Thus paired resampling carries the correlation along without anyone having to estimate it, and separate resampling deletes it.

## From resamples to a test

The standard error of $D$ is estimated by

$$\mathrm{SE}=\frac{s_d}{\sqrt N},\qquad s_d^2=\frac1{N-1}\sum_i(d_i-D)^2,\qquad t=\frac{D}{\mathrm{SE}}.$$

To judge whether $|t|$ is large, one needs the distribution of $t$ when $\delta=0$. More generally, one needs the distribution of $(D-\delta)/\mathrm{SE}$. In the resampling world the "population" is the sample, whose mean is $D$, so the corresponding quantity is

$$t^*=\frac{D^*-D}{\mathrm{SE}^*},$$

where $\mathrm{SE}^*$ is computed afresh from each resample. Subtracting $D$ is what imposes the null hypothesis; without it the resamples would be centred on the observed difference. Dividing by $\mathrm{SE}^*$ lets the test account for the uncertainty of the standard error itself, which matters for small $N$.

With $M_r$ resamples, of which $h$ satisfy $|t^*|\ge|t|$, the two-sided p-value is

$$p=\frac{1+h}{1+M_r}.$$

The added ones have a reason. Suppose that under the null hypothesis $|t|$ and the $M_r$ values $|t^*|$ were independent draws from one continuous distribution. Then each of the $M_r+1$ ranks of $|t|$ would be equally likely, and $p\le k/(M_r+1)$ would occur with probability $k/(M_r+1)$. The supposition holds approximately, since the sample only approximates the population. For finite variance of $d$, both $t$ under the null and $t^*$ approach a standard normal variable as $N$ grows.

Let $q$ be the 95% quantile of $|t^*|$. The condition $|D-\delta|/\mathrm{SE}\le q$, solved for $\delta$, gives the interval

$$D-q\,\mathrm{SE}\le\delta\le D+q\,\mathrm{SE}.$$

Apart from the discreteness of the count, it excludes zero when $p<0.05$.

The procedure is therefore:

1. Compute $d_i$ for the systems on which both methods have results, then $D$, $\mathrm{SE}$ and $t$.
2. Draw $N$ indices with replacement and compute $D^*$ and $\mathrm{SE}^*$ from the drawn $d_i$.
3. Count the resample if $|D^*-D|\,\mathrm{SE}\ge|D|\,\mathrm{SE}^*$. This is $|t^*|\ge|t|$ without a division, so it also covers $\mathrm{SE}^*=0$.
4. Repeat $M_r$ times and form $p$ and the interval.

The work is of order $NM_r$ simple operations and needs no new electronic-structure calculation. If all $d_i$ are equal, $\mathrm{SE}=0$ and $t$ is undefined; step 3 then counts every resample and returns $p=1$, which carries no information.

## A worked comparison

The following signed errors, in kcal/mol, are invented model data for two unnamed methods on twelve systems.

- A: 1.2, −3.1, 4.6, 0.8, −2.4, 6.0, 2.9, −1.5, 3.8, −5.2, 0.5, 2.2
- B: 0.9, −2.2, 3.9, 1.1, −1.6, 4.7, 2.4, −1.7, 2.6, −4.1, 0.6, 1.3
- $d$: 0.3, 0.9, 0.7, −0.3, 0.8, 1.3, 0.5, −0.2, 1.2, 1.1, −0.1, 0.9

The differences sum to 7.1 and their squares to 7.57, so

$$D=\frac{7.1}{12}=0.592,\qquad s_d=\sqrt{\frac{7.57-7.1^2/12}{11}}=0.553,$$

$$\mathrm{SE}=\frac{0.553}{\sqrt{12}}=0.160\ \text{kcal/mol},\qquad t=3.70 .$$

The absolute errors have $s_A=1.768$ and $s_B=1.341$ kcal/mol. Ignoring the pairing gives

$$\mathrm{SE}_{\mathrm{sep}}=\sqrt{\frac{1.768^2+1.341^2}{12}}=0.641\ \text{kcal/mol},\qquad t_{\mathrm{sep}}=0.92 .$$

The difference $D$ is the same; its error bar has changed by a factor of four. The correlation of the absolute errors is $r=0.974$, and $F=(0.160/0.641)^2=0.062$. In the decomposition above, imperfect correlation contributes 0.026 and unequal spread 0.036. Two separate test sets would need about $12/0.0622\approx193$ systems each for the same precision, if the sample values of the spreads and of $r$ held for the population.

For separate resampling the indices of A and B are drawn independently, $\mathrm{SE}_{\mathrm{sep}}$ replaces $\mathrm{SE}$, and $\mathrm{SE}^*$ is formed in the same way from the two resampled lists. With 200,000 resamples the outcomes are:

- Paired: $p=0.010$, $q=2.30$, interval 0.22 to 0.96 kcal/mol.
- Separate: $p=0.36$, $q=2.09$, interval −0.75 to 1.93 kcal/mol.

The paired analysis supports B, by $D=0.59$ kcal/mol or 2.48 kJ/mol. For these data the exact distribution of paired resamples can also be computed, and gives $p=0.0104$ against 0.0098 from random resampling. The gap is about 2.6 times the expected sampling noise, rather large for chance but inside the five-fold limit set for the check, and of no consequence for the decision.

One may also count how often B has the smaller MAE in a resample: 99.99% with pairing, 82.9% without. This fraction describes the stability of the ranking under a change of systems. It is not the probability that B is better, and $1$ minus the fraction is not the p-value above: it counts one tail where $p$ counts both, and it takes no account of the variation of $\mathrm{SE}^*$. Without pairing, $1$ minus the fraction is 0.17, about half of $p=0.36$; with pairing, even twice it is only about 0.00016, far below $p=0.010$.

## When are absolute errors positively correlated?

Related methods may have strongly correlated signed errors. The quantity in $F$, however, is the correlation $r$ of absolute errors, and the two can differ even in sign. Let $\rho$ be the correlation of the signed errors.

**Errors scattered about zero.** Take bivariate normal errors of zero mean. A correlation does not change when either variable is multiplied by a positive number, so both can be scaled to unit variance; call them $x$ and $y$. Write $\rho=\cos\alpha$ with $0\le\alpha\le\pi$. From two independent standard normal variables with polar coordinates $R,\theta$, construct

$$x=R\cos\theta,\qquad y=\cos\alpha\,R\cos\theta+\sin\alpha\,R\sin\theta=R\cos(\theta-\alpha).$$

Here $\theta$ is uniform and independent of $R$, and $\mathrm E[R^2]=2$. Since $\cos\theta\cos(\theta-\alpha)=\frac12[\cos\alpha+\cos(2\theta-\alpha)]$, and $\phi=2\theta-\alpha$ is uniform over whole periods,

$$\mathrm E|xy|=\frac1\pi\int_0^\pi|\cos\alpha+\cos\phi|\,d\phi .$$

The integrand changes sign at $\phi=\pi-\alpha$. The part below contributes $(\pi-\alpha)\cos\alpha+\sin\alpha$; the part above, with its sign reversed, contributes $-\alpha\cos\alpha+\sin\alpha$. With $\pi-2\alpha=2\arcsin\rho$ and $\sin\alpha=\sqrt{1-\rho^2}$, the sum gives

$$\mathrm E|xy|=\frac2\pi\left[\sqrt{1-\rho^2}+\rho\arcsin\rho\right].$$

Also

$$\mathrm E|x|=\frac{2}{\sqrt{2\pi}}\int_0^\infty x\,e^{-x^2/2}dx=\sqrt{\frac2\pi},\qquad \mathrm{Var}|x|=1-\frac2\pi .$$

Subtracting $\mathrm E|x|\,\mathrm E|y|=2/\pi$ and dividing by the variance,

$$r=\frac{2\left[\sqrt{1-\rho^2}+\rho\arcsin\rho-1\right]}{\pi-2}.$$

The bracket vanishes at $\rho=0$ and its derivative is $\arcsin\rho$, which has the sign of $\rho$. Hence $r\ge0$ in this model: even anticorrelated signed errors help, because large errors still occur on the same systems. For small $\rho$ the bracket is $\rho^2/2$ and $r\approx\rho^2/(\pi-2)$, so in this model weak correlation helps little. The model gives every system the same error scale. If instead both errors of a system are multiplied by a common random factor $s>0$ (hard and easy systems), $r$ is positive even at $\rho=0$: with $k=\mathrm E[s^2]/(\mathrm E[s])^2$ it is $r=\frac2\pi(k-1)/(k-\frac2\pi)$, which is 0.28 when $\ln s$ is normal with standard deviation 0.5. With a single scale the formula above applies. The values are $r=0.22$ at $\rho=0.5$ and $r=0.78$ at $\rho=\pm0.9$.

**Errors dominated by bias.** If the mean error of each method is much larger than its scatter, the errors hardly ever change sign. Then $|e|$ is $e$ for a positive bias and $-e$ for a negative one. Equal signs of bias give $r\approx\rho$, opposite signs $r\approx-\rho$. With biases of four standard deviations and $\rho=0.8$, quadrature gives $r=0.80$ and $r=-0.80$. In the second case one method overestimates and the other underestimates; a shift of both errors upward makes one worse and the other better, and the shift is amplified in $d$.

## What the wrong resampling costs

The consequences were measured on simulated benchmarks of 30 systems with normal errors, 1500 benchmarks per case with 399 resamples each, at the 5% level. A measured rate $f$ carries a simulation noise of $\sqrt{f(1-f)/1500}$: about 0.6 percentage points near 5%, 0.9 near 14% and 1.3 near 61%.

With zero biases, equal scatter and $\rho=0.9$, the methods are equally good. The paired test raised a false alarm in 4.9% of benchmarks and the separate one in none. That caution is paid for when a difference exists. With scatters of 2.5 and 2.0 kcal/mol the true MAE difference is $\sqrt{2/\pi}\times0.5=0.40$ kcal/mol. The paired test detected it in 61% of benchmarks, the separate one in 5%.

With biases of +8 and −8 kcal/mol, scatters of 2.0 kcal/mol and $\rho=0.8$, the methods again have equal MAE, but $r=-0.8$ and $F=1.8$. Here separate resampling raised false alarms in 14.0% of benchmarks, the paired test in 4.6%. A large-$N$ estimate explains the excess: the true spread of $D$ is $\sqrt{1.8}=1.34$ times the assumed one, so the nominal threshold of 1.96 is really $1.96/1.34=1.46$ standard deviations, which a normal variable exceeds in magnitude with probability 0.14.

In both cases of equal MAE the distribution of $d$ is symmetric about zero, which favours the paired test. When $d$ is strongly skewed it keeps its level less well: with nearly constant absolute errors for A and exponentially distributed ones of the same mean for B (skewness of $d$ about $-2$), its false-alarm rate is 6 to 7% for 6 to 30 systems. Nearly all of these false alarms favour B, the method with the long tail of errors: 5 to 7% on that side, where 2.5% is intended.

## Guidance for choosing the method

**Compare on common systems.** If a calculation fails for one method, that system must leave both lists. The conclusion then concerns systems for which both methods work, and the failures should be reported beside it.

**Read the interval, not just the p-value.** If a dearer method must save at least some amount of error to be worth its cost, ask whether the whole interval lies above that amount. This uses one end of a symmetric interval, and for skewed $d$ the two ends are not equally reliable: when B has the longer tail of errors, the lower end lies above $\delta$ more often than the intended 2.5%, in 5 to 7% of benchmarks in the skewed case above. An interval that contains zero does not show equality; equality for practical purposes requires the whole interval to lie within the difference one is willing to ignore.

**Plan the number of systems from $s_d$.** For large $N$ and $\delta$ small compared with $\sigma_d$, $t$ is roughly normal with mean $\delta\sqrt N/\sigma_d$ and variance close to one. (For larger $\delta$ the scatter of $s_d$ changes this variance; for normal $d$ with $\delta=\sigma_d$ it tends to 1.5 at large $N$ and is about 2.0 at $N=12$.) For $\delta>0$, an 80% chance of exceeding 1.96 requires this mean to be $1.96+0.84=2.80$, so

$$N\approx\left(\frac{2.80\,\sigma_d}{\delta}\right)^2 .$$

In the simulated case with a real difference, $\mathrm{Var}|e|=(1-2/\pi)\sigma^2$ and $r=0.777$ give $\sigma_d=0.95$ kcal/mol, hence about 45 systems. Two separate sets would need about 184 each. A value of $s_d$ from a small pilot set is itself uncertain, and so is the resulting $N$.

**Keep related systems together.** Suppose the set consists of families of $m$ members, and the $d_i$ within a family have correlation $c$. Each $d_i$ then has $m-1$ correlated partners, so

$$\mathrm{Var}(D)=\frac{\sigma_d^2}{N}\left[1+(m-1)c\right].$$

For $c>0$, resampling single systems gives too small an error bar. Whole families should be drawn instead; for families of equal size this amounts to applying the procedure to the family means of $d$.

**Check the reference.** Let the reference values be wrong by $\eta_i$. By the triangle inequality each absolute error changes by at most $|\eta_i|$, so $D$ changes by at most twice the mean of $|\eta_i|$. In the worked comparison, a mean reference error below 0.29 kcal/mol cannot reverse the observed order. Resampling does not reveal this error, since every resample uses the same references.

**Allow for the number of comparisons.** If $K$ pairs of methods are tested, each at level $0.05/K$, the chance of any false alarm is at most the sum of the individual chances, that is 0.05 if each test keeps its level. At such small levels this condition can fail: for the strongly skewed $d$ described above, a nominal level of 0.11% gives about 0.6% false alarms with 12 systems and 0.3% with 30. Ten methods form 45 pairs and need $p\le0.05/45=1/900\approx0.0011$. Since $p$ cannot fall below $1/(M_r+1)$, at least 899 resamples are then required, and many more for a stable p-value.

**Distrust very small or unrepresentative sets.** With few systems, or with rare very large errors, the sample may contain no example of what decides the population mean, and no resampling can supply it. The same holds if one method was fitted to the benchmark: its errors there need not represent its errors elsewhere.

The numerical check checks the variance factor, the normal-error formula, the worked comparison and the three simulated cases with 30 systems and normal errors. It does not produce the figures quoted for skewed $d$, for small test levels, for the interval width at weak correlation or for a shared error scale.

## Calculated quantities

```
Model data, kcal/mol: system, e_A, e_B, |e_A|-|e_B|
 1   1.2   0.9   0.3
 2  -3.1  -2.2   0.9
 3   4.6   3.9   0.7
 4   0.8   1.1  -0.3
 5  -2.4  -1.6   0.8
 6   6.0   4.7   1.3
 7   2.9   2.4   0.5
 8  -1.5  -1.7  -0.2
 9   3.8   2.6   1.2
10  -5.2  -4.1   1.1
11   0.5   0.6  -0.1
12   2.2   1.3   0.9
MAE of A, B: 2.850, 2.258 kcal/mol
D = MAE(A)-MAE(B): 0.5917 kcal/mol = 2.476 kJ/mol
s_A, s_B (divisor N-1): 1.7676, 1.3413 kcal/mol
s_d (divisor N-1): 0.5534 kcal/mol
correlation r of absolute errors: 0.9737
variance factor F: 0.0622; 1/F: 16.07
systems per separate set for equal precision, N/F: 192.9
SE paired, separate: 0.1598, 0.6405 kcal/mol
t paired, separate: 3.703, 0.924
number of random resamples: 200000
p paired, random resampling: 0.00980
p paired, exact bootstrap distribution: 0.01040
p separate, random resampling: 0.3645
q paired, separate: 2.300, 2.091
95% interval paired: 0.224 to 0.959 kcal/mol
95% interval separate: -0.747 to 1.931 kcal/mol
B ranks first, paired (exact): 99.9922 %
B ranks first, separate: 82.89 %
four systems enumerated: r=0.9844, F=0.0453
four systems enumerated: r=-0.8710, F=1.8446
zero-mean normal errors: rho=-0.9, r=0.7773
zero-mean normal errors: rho=0.5, r=0.2239
zero-mean normal errors: rho=0.9, r=0.7773
biases +4,+4 sigma, rho=0.8: r=0.8000
biases +4,-4 sigma, rho=0.8: r=-0.8000
simulation: 1500 benchmarks of 30 systems, 399 resamples, level 0.05
null 1: biases 0, sigma 2.0 and 2.0 kcal/mol, rho 0.9
  false positives paired, separate: 4.9, 0.0 %
null 2: biases +8 and -8, sigma 2.0 and 2.0 kcal/mol, rho 0.8
  false positives paired, separate: 4.6, 14.0 %
real difference: biases 0, sigma 2.5 and 2.0 kcal/mol, rho 0.9
  true MAE difference: 0.3989 kcal/mol
  power paired, separate: 60.7, 4.9 %
```
